# Oscillatory Near-Tip Field of a Crack Between Dissimilar Elastic Solids, part 2

A crack lies between two bonded, unlike, isotropic elastic solids in plane strain, with small strains. Material 1 fills $y>0$ and material 2 fills $y<0$. The bond is $x>0$; the crack is $x<0$, with traction-free faces assumed not to touch. Distance from the tip is $r$, and $\theta$ runs from $-\pi$ to $\pi$. Put $z=x+iy$ and $w=u_x+iu_y$, the displacement. A bar denotes the complex conjugate; subscripts $\pm$ denote the upper and lower faces.

With shear moduli $\mu_j$, Poisson's ratios $\nu_j$ and $\kappa_j=3-4\nu_j$, define
$$a=\frac{\kappa_1}{\mu_1}+\frac1{\mu_2},\qquad b=\frac{\kappa_2}{\mu_2}+\frac1{\mu_1},$$
$$D=\mu_1(\kappa_2+1)+\mu_2(\kappa_1+1),$$
$$\alpha=\frac{\mu_1(\kappa_2+1)-\mu_2(\kappa_1+1)}D,\qquad \beta=\frac{\mu_1(\kappa_2-1)-\mu_2(\kappa_1-1)}D,$$
$$e^{2\pi\varepsilon}=\frac ab=\frac{1-\beta}{1+\beta} .$$

In each material, analytic functions $\Phi$ and $\Omega$ give
$$2\mu\,\partial w=\kappa\Phi-\overline{\Phi},\qquad 2\mu\bar\partial w=T/2,\qquad \sigma_{xx}+\sigma_{yy}=4\,\mathrm{Re}\,\Phi,$$
$$\sigma_{yy}+i\sigma_{xy}=\overline\Phi+\Omega+(\bar z-z)\Phi',$$
where $T=\sigma_{xx}-\sigma_{yy}+2i\sigma_{xy}$, and $\partial$, $\bar\partial$ differentiate with respect to $z$, $\bar z$. On the line $y=0$,
$$\partial_x(w_1-w_2)=\tfrac12\left[a\Phi_1-b\Phi_2+\left(\frac1{\mu_1}-\frac1{\mu_2}\right)g\right].\tag{3}$$
The function $g$ belongs to a bounded field without traction or displacement jump on the line. Subtracting it leaves $g=0$. Then $F=a\Phi_1$ above and $F=b\Phi_2$ below, with
$$F(z)=h_0z^{-1/2-i\varepsilon}+O(r^{1/2}).\tag{5}$$

The singular term has $\Omega_1(z)=\overline{\Phi_2(\bar z)}$, $\Omega_2(z)=\overline{\Phi_1(\bar z)}$ and
$$\Phi_j=\frac{p_j\overline K}{\sqrt{2\pi}}z^{-1/2-i\varepsilon},\qquad h_0=\frac{ab}{a+b}\,\frac{\overline K}{\sqrt{2\pi}},$$
$$p_1=\frac b{a+b}=\frac{1+\beta}2,\qquad p_2=\frac a{a+b}=\frac{1-\beta}2 .$$
The complex stress intensity factor $K$ is defined by
$$\sigma_{yy}+i\sigma_{xy}=\frac{K\,r^{i\varepsilon}}{\sqrt{2\pi r}}\qquad(\theta=0).\tag{7}$$
The factor $r^{i\varepsilon}$ requires a stated length unit. At a reference distance $L$, $K L^{i\varepsilon}=|K|e^{i\psi}$; the traction phase at $r$ is $\psi+\varepsilon\ln(r/L)$.

For the numerical example, Part 1 quoted shear-to-normal stress ratios of 1.7 at 10 µm and 4.9 at 0.1 µm. It also checked $\varepsilon$ by collocation, with displacement varying as $r^s$ and predicted $s=1/2\pm i\varepsilon$.

### Stress at any angle

Let $k=Kr^{i\varepsilon}$, and let $p'_j$ be the weight belonging to the other material, so that $p'_1=p_2$ and $p'_2=p_1$. The powers are
$$z^{-1/2-i\varepsilon}=r^{-1/2-i\varepsilon}e^{-i\theta/2+\varepsilon\theta},$$
$$z^{-1/2+i\varepsilon}=r^{-1/2+i\varepsilon}e^{-i\theta/2-\varepsilon\theta} .$$
The first gives
$$\sigma_{xx}+\sigma_{yy}=\frac{4p_je^{\varepsilon\theta}}{\sqrt{2\pi r}}\,\mathrm{Re}\left(\bar k e^{-i\theta/2}\right).\tag{8}$$

For the other combination, $\overline\Phi_j$ contributes $p_jk e^{i\theta/2+\varepsilon\theta}$ and $\Omega_j$ contributes $p'_jk e^{-i\theta/2-\varepsilon\theta}$, both divided by $\sqrt{2\pi r}$. In the last term $\bar z-z=-2ir\sin\theta$, while differentiation of $\Phi_j$ supplies $-(1/2+i\varepsilon)/z$. Their product has the prefactor $i(1+2i\varepsilon)\sin\theta$ and an additional $e^{-i\theta}$. Thus
$$\sigma_{yy}+i\sigma_{xy}=\frac{kA_j+\bar k B_j}{\sqrt{2\pi r}},\tag{9}$$
$$A_j=p_je^{i\theta/2+\varepsilon\theta}+p'_je^{-i\theta/2-\varepsilon\theta},$$
$$B_j=i(1+2i\varepsilon)p_j\sin\theta\,e^{-3i\theta/2+\varepsilon\theta} .$$
The real and imaginary parts give $\sigma_{yy}$ and $\sigma_{xy}$, and equation (8) then gives $\sigma_{xx}$.

At $\theta=0$, $A_j=p_1+p_2=1$ and $B_j=0$, which returns equation (7). At the upper face $A_1=i(p_1e^{\pi\varepsilon}-p_2e^{-\pi\varepsilon})$. This vanishes because $p_1/p_2=b/a=e^{-2\pi\varepsilon}$, and the lower face gives the same condition. For fixed $K$, the in-plane stresses contain the elastic constants through $\beta$ alone.

Exchanging the two materials changes the signs of $\beta$ and $\varepsilon$. Reflection in the interface also reverses $\sigma_{xy}$ and so replaces $K$ by $\overline K$. These changes agree, because the conjugate of $Kr^{i\varepsilon}$ is $\overline Kr^{-i\varepsilon}$.

### Displacement and crack opening

Integrate each potential:
$$\varphi_j(z)=\int\Phi_j\,dz=\frac{p_j\overline K}{\sqrt{2\pi}}\,\frac{z^{1/2-i\varepsilon}}{1/2-i\varepsilon} .$$
Apart from a rigid translation, the displacement in material 1 is
$$2\mu_1w_1=\kappa_1\varphi_1(z)-\varphi_2(\bar z)-(z-\bar z)\overline{\Phi_1(z)} .\tag{10}$$
Differentiation with respect to $z$ gives $\kappa_1\Phi_1-\overline{\Phi_1}$, as required in Part 1. Differentiation with respect to $\bar z$ gives
$$-\Phi_2(\bar z)+\overline{\Phi_1}-(z-\bar z)\overline{\Phi_1'},$$
which is $T/2$ because $\Phi_2(\bar z)=\overline{\Omega_1(z)}$. Material 2 follows by exchanging the indices 1 and 2, with $\theta$ still measured from the positive $x$ axis.

Let $\delta=\delta_x+i\delta_y=w_1-w_2$ be the jump at distance $r$ behind the tip. Equation (3) with $g=0$ gives $\partial_x\delta=(F_+-F_-)/2$. On the two faces
$$F_\pm=\mp i e^{\pm\pi\varepsilon}h_0r^{-1/2-i\varepsilon},$$
so $F_+-F_-=-2i\cosh(\pi\varepsilon)h_0r^{-1/2-i\varepsilon}$. Since $x=-r$, $d\delta/dr=-\partial_x\delta$. Integration from the closed tip gives
$$\delta=i\cosh(\pi\varepsilon)h_0\frac{r^{1/2-i\varepsilon}}{1/2-i\varepsilon} .$$
Now $i\bar\delta=\delta_y+i\delta_x$. Taking the conjugate and multiplying by $i$ therefore gives
$$\delta_y+i\delta_x=\frac{2\cosh(\pi\varepsilon)}{1+2i\varepsilon}\,\overline{h_0}\,r^{1/2+i\varepsilon} .$$

Introduce the plane-strain moduli $\overline E_j=E_j/(1-\nu_j^2)=8\mu_j/(\kappa_j+1)$, where $E_j$ is Young's modulus, and their harmonic mean $E^*$:
$$\frac1{E^*}=\frac12\left(\frac1{\overline E_1}+\frac1{\overline E_2}\right)=\frac{a+b}{16} .$$
The definition of $\varepsilon$ gives
$$\cosh(\pi\varepsilon)=\frac{(1-\beta)+(1+\beta)}{2\sqrt{1-\beta^2}}=\frac1{\sqrt{1-\beta^2}},$$
and therefore
$$\frac{ab}{a+b}=(a+b)p_1p_2=\frac{4(1-\beta^2)}{E^*}=\frac4{E^*\cosh^2(\pi\varepsilon)} .$$
The crack opening is
$$\delta_y+i\delta_x=\frac{8K\,r^{1/2+i\varepsilon}}{(1+2i\varepsilon)\cosh(\pi\varepsilon)E^*\sqrt{2\pi}} .\tag{11}$$

### Energy release rate

Let the crack advance by a small distance $\Delta$. The traction on the new faces falls linearly to zero while their separation grows from zero to the value at distance $\Delta-x$ behind the new tip. The energy released per unit area is therefore
$$G=\lim_{\Delta\to0}\frac1{2\Delta}\int_0^\Delta(\sigma_{yy}\delta_y+\sigma_{xy}\delta_x)\,dx .$$
The integrand is the real part of $(\sigma_{yy}+i\sigma_{xy})\overline{(\delta_y+i\delta_x)}$. With $x=\Delta s$, the required integral is
$$\int_0^1s^{-1/2+i\varepsilon}(1-s)^{1/2-i\varepsilon}ds=\Gamma(\tfrac12+i\varepsilon)\Gamma(\tfrac32-i\varepsilon)=\frac{(1-2i\varepsilon)\pi}{2\cosh(\pi\varepsilon)} .$$
The last step uses $\Gamma(q+1)=q\Gamma(q)$ and the reflection formula for the gamma function. The factor $1-2i\varepsilon$ cancels the conjugate denominator of equation (11), leaving
$$G=\frac12\cdot\frac{8|K|^2}{2\pi E^*\cosh(\pi\varepsilon)}\cdot\frac{\pi}{2\cosh(\pi\varepsilon)}=\frac{(1-\beta^2)|K|^2}{E^*} .\tag{12}$$

The total has a limit, but its division into normal and shear work generally does not. The difference of the two contributions contains the real part of the product without conjugation. That product is proportional to $K^2\Delta^{2i\varepsilon}$, whose phase keeps changing as $\Delta$ shrinks when $\varepsilon\ne0$. A reported division therefore needs a stated $\Delta$.

### Where the open-crack solution fails

Equation (11) gives
$$\delta_y\propto\sqrt r\,\cos\left[\psi+\varepsilon\ln(r/L)-\arctan(2\varepsilon)\right],$$
with a positive constant of proportionality. For $\varepsilon\ne0$ the cosine changes sign infinitely often as $r\to0$. Negative $\delta_y$ means that the solids overlap, contrary to the assumption of open faces.

Suppose that the crack is open at $r=L$, with $|\psi-\arctan(2\varepsilon)|<\pi/2$. Moving towards the tip, the argument of the cosine decreases if $\varepsilon>0$ and increases if $\varepsilon<0$. The first zero is at
$$\ln\frac{r_c}L=\frac{-\mathrm{sgn}(\varepsilon)\pi/2-\psi+\arctan(2\varepsilon)}{\varepsilon} .\tag{13}$$
This radius marks the failure of the open-crack field. It is not the length of the real contact zone, which would require a new problem with contact conditions. If $r_c$ is much smaller than the other lengths of the problem, the field can still serve in an annulus outside the tip region. That annulus must also lie outside any zone of plastic flow or separation and well inside the layer thickness and the crack length.

### Numerical example

The example uses round model values: $E_1=160$ GPa, $\nu_1=0.25$, $E_2=4$ GPa and $\nu_2=0.35$. From $\mu=E/[2(1+\nu)]$, the shear moduli are 64 and 1.481 GPa, while $\kappa_1=2$ and $\kappa_2=1.6$. Thus
$$\beta=\frac{64(0.6)-1.481(1)}{64(2.6)+1.481(3)}=0.2161,$$
$$\varepsilon=\frac{\ln0.6446}{2\pi}=-0.0699 .$$
The effective modulus is
$$E^*=\frac{16}{3/64+2.6/1.481}=8.88\ \text{GPa} .$$

Take $|K|=0.1$ MPa$\sqrt{\text m}$ and $\psi=60^\circ$ at $L=10$ µm. One micrometre ahead of the tip, the traction magnitude is $|K|/\sqrt{2\pi r}=39.9$ MPa. Its phase is
$$60^\circ+(-0.0699)\ln(0.1)\,\frac{180^\circ}\pi=69.2^\circ .$$
The components are $\sigma_{yy}=14.2$ MPa and $\sigma_{xy}=37.3$ MPa. At 10 µm the phase is $60.0^\circ$, and at 0.1 µm it is $78.4^\circ$. These values give the stress ratios quoted at the start of Part 1.

One micrometre behind the tip, equation (11) gives a normal opening of 7.7 nm and a sliding displacement of 33.9 nm. In units where 1 GPa µm equals 1000 J/m², the energy release rate is
$$G=\frac{(1-0.2161^2)(0.1)^2}{8.88}\times1000=1.07\ \text{J/m}^2 .$$

The overlap radius depends strongly on the loading phase. With $\arctan(2\varepsilon)=-0.139$, the main case gives
$$\ln\frac{r_c}L=\frac{1.571-1.047-0.139}{-0.0699}=-5.5,\qquad r_c=41\ \text{nm} .$$
This is about 770 Bohr radii, so the radius itself is well above atomic size. The predicted overlap inside it is shallow, however: equation (11) gives at most about 0.36 nm of interpenetration, near 6 nm from the tip. For $\psi=0$, the formula gives $1.3\times10^{-5}$ nm, and for $\psi=-60^\circ$ it gives $3.9\times10^{-12}$ nm. Both are far below a Bohr radius, where continuum elasticity has no meaning. The sign of the shear matters because the phase rotates in one direction as the tip is approached.

These lengths belong to the elastic model. In the main case, the largest von Mises stress in material 2 is about 65 MPa at 1 µm from the tip, 214 MPa at 0.1 µm and 340 MPa at $r_c$. The largest displacement gradient in material 2 at these radii is about 0.025, 0.08 and 0.13, so the small-strain assumption is already doubtful at the two inner radii, whether or not the material yields. If material 2 were a polymer that yields at 80 MPa, the elastic field would exceed this limit out to about 0.7 µm. The stress ratio at 0.1 µm and the overlap radius of 41 nm would then fall where the elastic solution no longer holds, and neither could be taken as a prediction for that material.

Differentiated displacements and Hooke's law were used to test equilibrium, the bond, the free faces and the potential expressions for the stress from which equations (8) and (9) were obtained. Contour integrals at radii of 0.5 and 5 µm tested equation (12), and a numerical search for zeros of the opening tested equation (13). The values are in the numerical output below.

### Implementation

Number the materials from top to bottom before calculating $\beta$; a reversed order reverses $\varepsilon$. Evaluate powers from $r$ and $\theta$, using $\theta=\pi$ on the upper face and $\theta=-\pi$ on the lower. A complex-power routine given just a negative $x$ cannot tell the faces apart.

To extract $K$ from computed stresses on the bond, invert equation (7):
$$K=\sqrt{2\pi r}\,(\sigma_{yy}+i\sigma_{xy})\,r^{-i\varepsilon} .$$
From the crack opening, equation (11) gives
$$K=\frac{(1+2i\varepsilon)\cosh(\pi\varepsilon)E^*\sqrt{2\pi}}8\,(\delta_y+i\delta_x)\,r^{-1/2-i\varepsilon} .$$
Use the same length unit for $r$ in both. Within the annulus where the singular term dominates, both estimates should be nearly independent of $r$ and agree with each other. A drift in magnitude or phase can come from the higher terms of $F$ in equation (5), mesh error, contact, inelastic deformation or a wrong value of $\varepsilon$. If the sign of $\varepsilon$ is reversed, for example, the phase of the estimate from the bond stresses drifts as $2\varepsilon\ln r$, where $\varepsilon$ is the correct value. The bounded field $g$ of Part 1 affects neither estimate, because it has no traction and no displacement jump on the line. Finally, calculate $r_c$ from equation (13) and compare it with the inner edge of the fitting range.

## Numbers as computed

```
material 1: Young modulus = 160.0 GPa, Poisson ratio = 0.25
material 1: mu = 64.00000 GPa, kappa = 2.000
material 2: Young modulus = 4.0 GPa, Poisson ratio = 0.35
material 2: mu = 1.48148 GPa, kappa = 1.600
Dundurs alpha = 0.947971, beta = 0.216094 (no unit)
ratio (1-beta)/(1+beta) = 0.644609 (no unit)
oscillation exponent eps = -0.069887 (no unit)
potential weights p1, p2 = 0.608047, 0.391953 (no unit)
bound on |eps| for nu from 0 to 1/2 = 0.174850 (no unit)
example pair: alpha = 0.947971, collocation s = 0.500000 +- 0.069887 i (no unit)
equal beta pair: alpha = 0.809302, collocation s = 0.500000 +- 0.069887 i (no unit)
zero beta pair: alpha = 0.333333, collocation s = 0.500000 +- 0.000000 i (no unit)
|K| = 0.100 MPa sqrt(m), reference length L = 10.0 um
phase at L, main case = 60.0 degrees
effective modulus E* = 8.87964 GPa
r = 10.0 um ahead: sigma_yy = 6.308 MPa, sigma_xy = 10.925 MPa, phase = 60.00 degrees
r = 1.0 um ahead: sigma_yy = 14.154 MPa, sigma_xy = 37.299 MPa, phase = 69.22 degrees
r = 0.1 um ahead: sigma_yy = 25.281 MPa, sigma_xy = 123.598 MPa, phase = 78.44 degrees
1 um behind tip: normal opening = 7.714 nm, sliding = 33.888 nm
energy release rate, formula = 1.073583 J/m^2
energy release rate, contours 0.5 and 5 um = 1.073583, 1.073583 J/m^2
phase at L -60 degrees: overlap radius = 3.9272e-12 nm, over Bohr radius = 7.421e-11
phase at L 0 degrees: overlap radius = 1.2637e-05 nm, over Bohr radius = 2.388e-04
phase at L 60 degrees: overlap radius = 4.0665e+01 nm, over Bohr radius = 7.684e+02
largest relative stress-formula error = 6.5e-12 (no unit)
largest relative equilibrium error = 3.4e-10 (no unit)
largest relative boundary error = 1.2e-12 (no unit)
```
